Dunlap–Kenkre Dynamic Localization of Wave Packets on a Chain

**1. A case that can be seen through: two kicks per period**

An electron sits on a chain of sites n = 0, ±1, ±2, … and can hop between neighbours. The hopping operator is

h = −J Σₙ ( |n+1⟩⟨n| + |n⟩⟨n+1| ).

A plane wave with amplitudes e^{ikn} has energy −2J cos k, and its velocity is (2J/ħ) sin k sites per unit time. Different k move at different velocities, so a packet spreads.

Let the electron hop freely for a time T/2. Then apply a very short, strong uniform field whose impulse multiplies the amplitude on site n by e^{−iπn}. Let it hop for another T/2, and apply the opposite impulse, which multiplies by e^{+iπn}. Since n is an integer, both factors equal (−1)ⁿ. Call this operation G. Neighbouring sites receive opposite signs, and h connects only neighbours, so

G h G = −h.

The evolution over the whole cycle is therefore

G e^{−ihT/2ħ} G e^{−ihT/2ħ} = e^{+ihT/2ħ} e^{−ihT/2ħ} = 1.

Every initial state returns. The kick shifts k by π, which reverses the velocity (2J/ħ) sin k for every k at once, so the second half of the cycle undoes the first. The electron does move in between; what vanishes is the net displacement per cycle.

A sinusoidal field shifts k smoothly instead of in jumps. The question is whether the displacement over a period can still cancel for all k together.

**2. Model and conventions**

The electron has charge −e, the lattice spacing is a, and the field E cos(ωt+φ) is switched on at t = 0. The potential energy on site n is eEa n cos(ωt+φ). One band is kept, with nearest-neighbour hopping J, and there is no scattering and no interaction with other electrons. The site amplitudes cₙ obey

iħ dcₙ/dt = −J(cₙ₊₁ + cₙ₋₁) + eEa cos(ωt+φ) n cₙ.  (1)

The field strength enters through the dimensionless number

K = eEa/(ħω),

and the period is T = 2π/ω. The symbol J without index is the hopping energy; J₀(K), Jₘ(K) and Jₙ(z) are Bessel functions. The wave number k is dimensionless (the usual one times a), and positions are counted in sites. Numbers are in Rydberg units: energy in Ry, length in bohr, time in ħ/Ry. The field is specified by the force amplitude eE in Ry/bohr.

**3. Trading the potential for a phase**

The potential in (1) grows without limit along the chain and hides the translational symmetry. It is removed by writing

cₙ = e^{−inθ(t)} bₙ,  θ(t) = K[sin(ωt+φ) − sin φ].

The constant in θ makes θ(0) = 0, so b and c agree at the start. Differentiation gives

iħ dcₙ/dt = e^{−inθ} [ iħ dbₙ/dt + nħ(dθ/dt) bₙ ].

Here ħ dθ/dt = ħωK cos(ωt+φ) = eEa cos(ωt+φ), so the second term cancels the potential term in (1). In the hopping terms, cₙ₊₁ = e^{−inθ}e^{−iθ}bₙ₊₁ and cₙ₋₁ = e^{−inθ}e^{+iθ}bₙ₋₁. After division by e^{−inθ},

iħ dbₙ/dt = −J( e^{−iθ}bₙ₊₁ + e^{iθ}bₙ₋₁ ).  (2)

The coefficients no longer depend on n, so plane waves separate. With

bₙ(t) = (1/2π) ∫ dk e^{ikn} b(k,t), k from −π to π,

a step n → n±1 becomes a factor e^{±ik}, and (2) turns into

iħ ∂b(k,t)/∂t = −2J cos(k−θ(t)) b(k,t).  (3)

This is the field-free band evaluated at the moving wave number k−θ(t), as the semiclassical law of motion says: the force on the electron is −eE cos(ωt+φ), and it changes the wave number by −θ(t).

Equation (3) is integrated separately for each k. Since cos(k−θ) = Re[e^{−ik}e^{iθ}],

b(k,t) = b(k,0) exp{ i(2J/ħ) Re[e^{−ik}S(t)] },  (4)

S(t) = ∫₀ᵗ e^{iθ(t′)} dt′.

The whole effect of the field on the populations is contained in one complex number S(t), which has the dimension of time. Without field, S = t.

**4. Whole periods: where J₀ comes from**

The Bessel functions are the Fourier coefficients in

e^{iK sin u} = Σₘ Jₘ(K) e^{imu}, m over all integers.

With u = ωt+φ,

e^{iθ(t)} = e^{−iK sin φ} Σₘ Jₘ(K) e^{imφ} e^{imωt}.

The term m = 0 is constant and integrates to J₀(K)t. Each other term oscillates. Hence

S(t) = e^{−iK sin φ} [ J₀(K) t + p(t) ],  (5)

p(t) = Σ_{m≠0} Jₘ(K) e^{imφ} (e^{imωt} − 1)/(imω).

The function p is periodic and vanishes at t = NT for integer N. At these times

S(NT) = NT J₀(K) e^{−iK sin φ}.

Inserted in (4), with t = NT, this gives

b(k,t) = b(k,0) exp{ i(2J/ħ) J₀(K) t cos(k + K sin φ) }.  (6)

Also θ(NT) = 0, so c and b coincide again. A field-free chain would give the exponent i(2J/ħ) t cos k. Comparison shows that at whole periods the driven chain acts as a field-free chain with

J_eff = J J₀(K)  (7)

and with the wave number shifted by K sin φ. The shift records the phase at which the field was switched on, and it vanishes for φ = 0. It comes from the abrupt switch-on at full amplitude. If the amplitude is raised smoothly over several periods, θ ends close to K sin(ωt+φ) without the constant, and the shift nearly vanishes for every φ.

No expansion in 1/ω was made. Within this model, (7) holds at whole periods for any frequency. Between whole periods p(t) must be kept.

For a weak field the average of e^{iK sin u} can be expanded directly. The linear term averages to zero and sin²u averages to 1/2, so J₀(K) ≈ 1 − K²/4: the hopping is slightly reduced. Over a period the wave number sweeps a range of length 2K. Once this exceeds π, every initial k passes through velocities of both signs, and at still larger K the average can vanish or change sign. In the kicked case e^{iθ} is +1 for half the period and −1 for the other half, with average zero. The zeros of J₀ are the field strengths at which a sinusoidal field achieves the same cancellation.

**5. Spreading from a single site**

Let the electron start on site 0, so that b(k,0) = 1. Write S = |S|e^{iχ} and z = 2J|S|/ħ. Then (4) reads b(k,t) = e^{iz cos(k−χ)}. Substituting k = q+χ in the Fourier integral gives

bₙ = e^{inχ} (1/2π) ∫ dq e^{iqn + iz cos q} = iⁿ e^{inχ} Jₙ(z).

The population of site n is therefore Jₙ(z)².

To obtain the mean square displacement, note that n e^{ikn} = −i ∂e^{ikn}/∂k. Integration by parts moves the derivative onto b(k,t); the boundary terms cancel because everything is periodic in k. So n acts on b(k,t) as i∂/∂k. With Parseval's theorem,

⟨n²⟩ = (1/2π) ∫ dk |∂b/∂k|² = (1/2π) ∫ dk z² sin²(k−χ) = z²/2,

⟨n²⟩ = 2J²|S(t)|²/ħ².  (8)

The mean displacement is zero, since sin(k−χ) averages to zero. At whole periods

rms displacement = √2 J |J₀(K)| t/ħ.  (9)

Because p(t) in (5) is bounded, (9) also gives the long-time growth rate at arbitrary times when J₀(K) ≠ 0. The spreading is ballistic, with a reduced speed. At a zero of J₀ the linear growth is absent.

**6. Any wave packet: drift and width**

For a general start, apply i∂/∂k to (4). The derivative acts on b(k,0), which gives the initial position, and on the exponent, which adds

D(k,t) = (2J|S|/ħ) sin(k−χ).  (10)

In operator language n(t) = n(0) + D. Equivalently, D = ∫₀ᵗ (2J/ħ) sin(k−θ(t′)) dt′, the time integral of the semiclassical velocity. For this single cosine band the semiclassical displacement is the full quantum result.

At whole periods (6) gives

D = (2J/ħ) J₀(K) t sin(k + K sin φ).  (11)

The sign of J₀ now matters. Where J₀ is negative and φ = 0, a packet drifts against its field-free direction.

For the width, take φ = 0 and a packet with real amplitudes, and write D = d sin k with d = 2J J₀(K)t/ħ. The factor e^{ik} moves amplitudes by one site, so sin k = (e^{ik} − e^{−ik})/2i has purely imaginary matrix elements between sites. The same holds for n sin k + sin k n. A Hermitian matrix with imaginary elements is antisymmetric, and its expectation value in a real state is zero. The mean of D and the cross terms therefore drop out, leaving

σ(t)² = σ₀² + d²⟨sin²k⟩.  (12)

At a zero of J₀ equation (6) reduces to b(k,NT) = b(k,0). The complete state returns each period, not just its width. A packet that was wide at the start returns wide; localization here means the absence of further spreading.

**7. What happens inside the period**

At a zero of J₀ we have S(T) = 0, so S is periodic and can be computed from either end of the period:

S(t) = ∫₀ᵗ e^{iθ} dt′ = −∫ₜᵀ e^{iθ} dt′.

The integrand has modulus 1. Hence |S| is at most the smaller of t and T−t, and so at most T/2. From (8),

single-site rms ≤ √2 J T/(2ħ) = √2 π J/(ħω).  (13)

For any packet, the standard deviation of the sum n(0) + D is at most the sum of the two standard deviations (the triangle inequality for state vectors), and that of D is at most its largest magnitude, 2J|S|/ħ. Thus

σ(t) ≤ σ₀ + 2πJ/(ħω).  (14)

These bounds used just two facts: |e^{iθ}| = 1 and S(T) = 0. The kicked case satisfies both, and there S(T/2) = T/2, so it reaches the bound (13). The sinusoidal field stays below it. For φ = 0, at half a period,

S(T/2) = (1/ω) ∫₀^π e^{iK sin u} du = (π/ω)[J₀(K) + iH₀(K)],

where H₀(K) = (1/π) ∫₀^π sin(K sin u) du is the Struve function of order zero. At a zero of J₀,

rms(T/2) = √2 π J |H₀(K)|/(ħω).  (15)

If the field starts at φ = π/2 instead, then up to a constant phase e^{iθ} is e^{iK cos ωt}. Over a quarter period its integral is (π/2ω)[J₀(K) + iH₀(K)], half the previous value. The switching phase thus changes the excursion but not the return.

At the first zero, T/2 for φ = 0 and T/4 for φ = π/2 are the times of the largest rms; at higher zeros the peak can fall at other times and exceed these values. In every case S at a fixed fraction t/T is proportional to 1/ω, so the excursion grows as 1/ω when K is held at the zero. A slow field still brings the electron back, but from farther away.

**8. A worked example**

Take J = 0.0010 Ry, a = 20 bohr and ħω = 0.0020 Ry as model parameters. The period is

T = 2π/0.0020 = 3141.59 ħ/Ry, or about 152 fs.

The first zero of J₀ lies at K = 2.404826, which requires the force amplitude

eE = Kħω/a = 2.404826 × 0.0020/20 = 2.405×10⁻⁴ Ry/bohr,

or a field of 6.18×10⁷ V/m.

Equation (1) was propagated directly on a chain of 201 sites for ten periods, t = 31415.9 ħ/Ry, without using θ or S. The numerical output is given after these notes. With Jt/ħ = 31.4159, the field-free rms displacement from one site is √2 × 31.4159 = 44.43 sites. At K = 1, (9) gives 44.43 × 0.7652 = 34.00 sites, and at K = 3.8 it gives 44.43 × 0.4026 = 17.89 sites. The propagated values agree.

At the first zero the propagation leaves 9.12×10⁻⁵ sites instead of zero. Doubling the time step raises this to 3.65×10⁻⁴ sites, a ratio of 4.000. The remainder thus scales as the square of the time step, as expected of a discretization error in a second-order method.

Within the period the electron does move. With H₀ = 0.74974 at the first zero, (15) gives

rms(T/2) = √2 π × (0.0010/0.0020) × 0.74974 = 1.6655 sites,

or 33.3 bohr (1.76 nm). The propagated rms peaks at t/T = 0.500 with this value, below the bound of 2.221 sites. For φ = π/2 the propagated peak is 0.833 sites, half as large, which equals the quarter-period value found in Section 7. With ħω = 0.0005 Ry, which is half the hopping energy, the peak is 6.66 sites, four times the first value, and the electron still returns.

The sign of J₀ shows in the drift of a Gaussian packet with amplitudes proportional to exp(−n²/4σ₀² + ik₀n), σ₀ = 5 sites and k₀ = π/2. Its mean of e^{ik} is e^{ik₀} times the overlap of the envelope with itself displaced by one site. Because

n² + (n+1)² = 2(n+½)² + ½,

this overlap is exp(−1/8σ₀²) = 0.995, with the sum over sites replaced by an integral. At K = 3.8 and φ = 0, (11) gives

2 × 31.4159 × (−0.4026) × 0.995 = −25.17 sites.

The packet moves backwards, as propagated. For φ = π/2 the factor sin k₀ = 1 is replaced by sin(π/2 + 3.8) = −0.791, and the drift becomes +19.91 sites. For an abrupt switch-on, the same field amplitude moves the same packet in opposite directions, depending on the phase. For a field raised smoothly over several periods this dependence nearly disappears, and the drift approaches the φ = 0 value.

A packet of the same width at rest (k₀ = 0) has ⟨sin²k⟩ = 0.009901. Without field, (12) gives

σ² = 25 + (62.83)² × 0.009901 = 64.1, σ = 8.01 sites.

At the first zero the width after ten periods is 5.0000 sites, and its largest value in the run is 5.0002 sites to four decimals, far below the bound (14) of 8.14 sites. The reason is that this packet contains a narrow range of k. Write S = S′ + iS″, so that (10) becomes D = A sin k − B cos k with A = 2JS′/ħ and B = 2JS″/ħ. The packet is real and even in n. The cross term of n(0) with sin k vanishes as in Section 6, and the cross terms of n(0) with cos k and of sin k with cos k are odd under n → −n and vanish too. The variance therefore grows by A²⟨sin²k⟩ + B² var(cos k). Here ⟨sin²k⟩ = 0.009901, and var(cos k) = 1 − 0.009901 − exp(−1/4σ₀²) ≈ 5×10⁻⁵, much smaller because cos k is stationary at k = 0. By (8), A² + B² is twice the single-site mean square, at most 2 × 1.6655² = 5.55, so the added variance cannot exceed 5.55 × 0.009901 = 0.055 and the width stays below 5.006 sites. At half a period A = 0: the packet is displaced as a whole and its width is only about 5.00003 sites. The maximum of 5.0002 comes from the A term at other times in the period.

**9. When the cancellation fails**

*Longer hops.* Add a hopping J′ between second neighbours (J2 in the numerical output). The band gains the term −2J′ cos 2(k−θ), so its phase factor is e^{2iθ}, and K is replaced by 2K in the average. The effective second-neighbour hopping at whole periods is J′J₀(2K). At a zero of J₀(K) the displacement that remains is, for φ = 0,

D = (4J′/ħ) J₀(2K) t sin 2k,

where one factor 2 comes from differentiating cos 2k. For a single-site start sin²2k averages to 1/2, so

rms = 2√2 J′ |J₀(2K)| t/ħ.

At the first zero J₀(2K) = −0.2375. With J′ = 0.0001 Ry, a tenth of J, ten periods give 2√2 × 3.14159 × 0.2375 = 2.11 sites, as propagated. This grows linearly in time. The exact return at the zeros of J₀(K), derived above for the pure cosine band, is thus lost when second-neighbour hopping is added.

*Field slightly off the zero.* Near a zero K₀, J₀(K) is proportional to K−K₀ to leading order, and so is the spreading speed. Over a finite time the electron may look localized although it is not.

*A constant field component.* This adds a term proportional to t to θ. With ω_B = eE₀a/ħ for a constant field E₀, the terms of the series in Section 4 oscillate as e^{i(mω+ω_B)t}. If ω_B is not an integer multiple of ω, no term is constant: the exact return after each period is in general lost, but S stays bounded and there is no linear spreading, whatever K is. If ω_B is an integer multiple mω, one term is constant and the effective hopping has magnitude J|Jₘ(K)|, so for m ≠ 0 the electron spreads at a zero of J₀.

*Scattering.* The return needs the displacements from all parts of the period to cancel at the same initial k. A collision that changes k within the period in general leaves a net displacement. In the example a period lasts 152 fs and the ten periods 1.5 ps; the return holds only if collisions are rare over such times.

*Other bands.* The model leaves out transitions to higher bands. In the example the potential difference between neighbouring sites reaches eEa = 2.405 × 0.0020 = 0.0048 Ry, nearly five times J. A material would need higher bands far enough away that neither this energy nor the absorption of several photons mixes them in appreciably; equation (1) cannot decide whether that is so.

Calculated quantities

```
hopping J = 0.0010 Ry
spacing a = 20.0 bohr
photon energy hbar*omega = 0.0020 Ry
period T = 3141.59 hbar/Ry = 151.98 fs
run length = 10 periods = 31415.9 hbar/Ry
first zero of J0: K = 2.404826
second zero of J0: K = 5.520078
force eE at first zero = 2.404826e-04 Ry/bohr
field E at first zero = 6.1831e+07 V/m
amplitude test: K = 1.7, phi = 0.6 rad, t/T = 1.37
largest amplitude error = 5.7e-12
K | rms after run (sites) | |Jeff/J| propagated | J0(K)
0.0000 | 44.42883 | 1.000000 | +1.000000
1.0000 | 33.99681 | 0.765197 | +0.765198
2.4048 | 0.00009 | 0.000002 | +0.000000
3.8000 | 17.88511 | 0.402556 | -0.402556
5.5201 | 0.00014 | 0.000003 | -0.000000
residual rms at first zero, 1000 steps/T = 9.12e-05 sites
residual rms, 500 steps/T = 3.65e-04 sites
ratio of residuals = 4.000
Struve H0 at first zero = 0.749742
breathing peak rms = 1.6655 sites at t/T = 0.500
breathing peak from Struve formula = 1.6655 sites
breathing peak length = 33.31 bohr = 1.763 nm
upper bound on single-site rms = 2.2214 sites
phi = pi/2: hbar*omega = 0.0020 Ry, peak rms = 0.8328, bound = 2.2214 sites
phi = pi/2: rms after 2 periods = 1.8e-05 sites
slow field: hbar*omega = 0.0005 Ry, peak rms = 6.6620, bound = 8.8858 sites
slow field: rms after 2 periods = 7.3e-05 sites
moving packet: width 5 sites, k0 = pi/2, K = 3.8
phi = 0.0000 rad: drift = -25.167, formula = -25.167 sites
phi = 1.5708 rad: drift = +19.907, formula = +19.906 sites
resting packet: mean sin^2 k = 0.009901
K = 0.0000: width 5.0000 -> 8.0054, formula 8.0054 sites
K = 2.4048: width 5.0000 -> 5.0000, formula 5.0000 sites
largest width at first zero = 5.0002, bound = 8.1416 sites
return probability at first zero = 1.0000000
second-neighbour hopping J2 = 0.0001 Ry
J0(2K) at first zero = -0.237536
rms with J2 after run = 2.1107, formula = 2.1107 sites
```
